Dugdale's yield strip from the cancellation of a crack-tip singularity

A flat, thin, isotropic elastic sheet with Young's modulus E and Poisson's ratio ν contains a long straight crack that is pulled open symmetrically (mode I). Linear elasticity predicts a stress that grows without bound at the tip. A ductile sheet yields there instead. In Dugdale's model the yielding is confined to a strip of negligible height and length L on the crack line ahead of the physical tip, and the strip carries a constant tensile stress S, the yield traction.

Elastically, this is a longer crack whose last length L is held together by S. Its far end is called the fictitious tip. Take it as the origin, with x pointing ahead, y normal to the crack and ζ = x + iy. The distance behind the fictitious tip is s = −x, so the strip is 0 < s < L and the open crack is s > L.

The sheet is in plane stress throughout. Until part (f), L is also taken to be small compared with the crack length and all other in-plane dimensions. The remote load then enters through the intensity factor K alone, defined by σyy = K/√(2πx) ahead of a tip without a strip.

**(a) Show that one analytic function Z(ζ) supplies the elastic fields, and find the displacement of the crack faces.**

Take

σxx = Re Z − y Im Z′
σyy = Re Z + y Im Z′
σxy = −y Re Z′

For any analytic f, ∂Re f/∂y = −Im f′ and ∂Im f/∂y = Re f′. Equilibrium along x and y follows:

∂σxx/∂x + ∂σxy/∂y = Re Z′ − y Im Z″ − Re Z′ + y Im Z″ = 0
∂σxy/∂x + ∂σyy/∂y = −y Re Z″ − Im Z′ + Im Z′ + y Re Z″ = 0

Compatibility of strains requires σxx + σyy to be harmonic. The sum is 2 Re Z, so it is. The shear stress vanishes on y = 0, as symmetry demands.

Let Y be an integral of Z, so that Y′ = Z. The displacements are

E u = (1−ν) Re Y − (1+ν) y Im Z
E v = 2 Im Y − (1+ν) y Re Z

For example, E ∂v/∂y = 2 Re Z − (1+ν) Re Z + (1+ν) y Im Z′ = σyy − νσxx, which is Hooke's law in plane stress. Likewise E ∂u/∂x = σxx − νσyy, and the shear strain ∂u/∂y + ∂v/∂x equals 2(1+ν)σxy/E. On the upper crack face

v = (2/E) Im Y

The lower face moves by −v, so the opening is δ = 2v = (4/E) Im Y. The remote field is Z = K/√(2πζ), with the cut of √ζ along the crack.

**(b) Two opposite forces P per unit thickness push the faces apart at distance s behind the tip. What intensity factor do they produce?**

Try

Z = (P/π) √(s/ζ) / (ζ + s)

Ahead of the tip Z is real, so v = 0 there. On the upper face, at distance q behind the tip, √ζ = i√q. Then Z is imaginary for q ≠ s, and the face is free of stress. Far away Z falls as ζ^(−3/2), faster than a K field, so no remote load has been added.

The strength of the force remains to be checked. Near the loaded point write ζ = −s + w. There √(s/ζ) → −i, and Z ≈ −iP/(πw). On a line at small height η, with w = X + iη,

Re Z = −(P/π) η/(X² + η²)

which integrates over X to −P. The other part of σyy is

η Im Z′ = (Pη/π)(X² − η²)/(X² + η²)²

Its integral is the change of −(Pη/π) X/(X² + η²) between the ends, which is zero. The resultant of σyy is therefore −P. The outward normal of the upper half-sheet points down, so this is an upward force P on the upper face: an opening force, as required. The intensity factor follows:

K_P = lim(ζ→0) √(2πζ) Z = √(2π) P√s/(πs) = P √(2/(πs))

A force near the tip counts for more than the same force farther back.

**(c) How long must the strip be if the stress at its far end is finite?**

The strip pulls the faces together. An element ds therefore acts as an opening force −S ds, and

K_strip = −S √(2/π) ∫₀ᴸ s^(−1/2) ds
= −2S √(2L/π)
= −S √(8L/π)

Linear superposition gives a net factor K + K_strip at the fictitious tip. A nonzero value would leave an infinite stress there, so

K = S √(8L/π)

Squaring gives K² = 8S²L/π, hence

L = (π/8) (K/S)²

The modulus does not appear, because the condition balances stresses only.

For a trial length L₁ the net factor is K[1 − √(L₁/L)]. If L₁ < L it is positive, and the material just ahead would be stressed above S. If L₁ > L it is negative. The near-tip opening is proportional to the net factor, so the faces would overlap. The chosen length avoids both.

**(d) Find the complete stress function, and check that the strip really carries S.**

The closing tractions contribute

Z_strip = −(S/(π√ζ)) ∫₀ᴸ √s/(ζ + s) ds

With s = r² and ds = 2r dr, the integral becomes

2∫₀^√L r²/(ζ + r²) dr = 2∫₀^√L [1 − ζ/(ζ + r²)] dr = 2√L − 2√ζ arctan√(L/ζ)

Therefore

Z_strip = −(2S/π)√(L/ζ) + (2S/π) arctan√(L/ζ)

By part (c), the remote field is K/√(2πζ) = (2S/π)√(L/ζ). It cancels the first term at every ζ, leaving

Z = (2S/π) arctan√(L/ζ)

On the upper face √(L/ζ) = −iq, with q = √(L/s). Use

arctan(−iq) = (1/2i) ln[(1 + q)/(1 − q)]

On the open crack q < 1. The logarithm is real, Z is imaginary and σyy = 0. In the strip q > 1 and the argument is negative, which adds ±π/2 to the arctangent. Off the cut √(L/ζ) has a positive real part, and so has its arctangent, so the sign is plus:

Z = S − i(2S/π) artanh√(s/L), for 0 < s < L

The strip carries σyy = S. Ahead of it, σyy = (2S/π) arctan√(L/x), which is below S because the arctangent is below π/2.

Two limits show how the stress varies. Close to the strip, arctan√(L/x) = π/2 − arctan√(x/L), so

σyy ≈ S[1 − (2/π)√(x/L)], x ≪ L

The stress is continuous but leaves S with a vertical slope. Far away, arctan u ≈ u − u³/3 gives

σyy ≈ [K/√(2πx)] [1 − L/(3x)], x ≫ L

To this order the bracket equals (1 + 2L/(3x))^(−1/2). From afar the field is that of an ordinary crack whose tip lies 2L/3 behind the fictitious tip, or L/3 ahead of the physical one.

**(e) Find the opening of the strip and the energy needed to advance it.**

Choose Y = 0 at the fictitious tip, where the faces meet. Moving back along the upper face, dζ = −ds, so

δ(s) = −(4/E) ∫₀ˢ Im Z ds′ = (8S/(πE)) ∫₀ˢ artanh√(s′/L) ds′

With t = s/L, consider F(t) = √t − (1 − t) artanh√t. The derivative of artanh√t is 1/[2√t(1 − t)], so

F′ = 1/(2√t) + artanh√t − 1/(2√t) = artanh√t

Since F(0) = 0, the opening in the strip is

δ = (8SL/(πE)) [√t − (1 − t) artanh√t]

For small t, artanh√t ≈ √t + t^(3/2)/3, and the bracket becomes (2/3)t^(3/2). The faces meet in a cusp, whereas an ordinary crack opens as √s. At the physical tip t → 1. The product (1 − t) artanh√t goes to zero there, because the logarithm grows more slowly than 1/(1 − t). Hence

δ_t = 8SL/(πE) = K²/(ES)

If the whole pattern advances steadily, each piece of material is stretched from zero opening to δ_t against the traction S. The work per unit new area is Sδ_t = K²/E.

This can be compared with the energy release rate G of an ordinary crack. Its field Z = K/√(2πζ) gives Y = 2K√ζ/√(2π), hence an opening (8K/E)√(s/(2π)). Let the crack advance by Δ. The energy released equals the work of closing the new piece again, with a factor ½ because stress and opening are proportional:

G = (1/(2Δ)) ∫₀^Δ [K/√(2πr)] (8K/E) √((Δ − r)/(2π)) dr
= (2K²/(πEΔ)) ∫₀^Δ √((Δ − r)/r) dr

Setting r = Δ sin²φ turns the integral into 2Δ∫cos²φ dφ from 0 to π/2, which is πΔ/2. Thus G = K²/E. The strip absorbs the energy that the surrounding elastic field supplies.

**(f) Replace the long crack by a central crack of half-length a in a wide sheet under tension σ. When does the result of (c) apply?**

Let the fictitious tips lie at x = ±c, with c = a + L, and now put the origin of z = x + iy at the crack centre. The function σz/√(z² − c²) gives free faces and σyy = σ far away. A uniform σxx = −σ must be added, because the applied tension is uniaxial; it does not affect σyy. At z = c + r, z² − c² ≈ 2cr, so the remote load gives K_c = σ√(πc).

For opening force pairs P at x = ±b use

Z = (2P/π) z √(c² − b²) / [(z² − b²)√(z² − c²)]

On the upper face √(z² − c²) = i√(c² − x²). Near z = b this reduces to −iP/[π(z − b)], the same force as in part (b), and likewise near −b. It falls as 1/z² far away. At z = c + r,

K_P = √(2πr) (2P/π) c / [√(c² − b²) √(2cr)] = 2P√(c/π)/√(c² − b²)

Setting P = −S db and integrating from a to c gives −2S√(c/π) arccos(a/c). Cancellation requires

σ√(πc) = 2S√(c/π) arccos(a/c)

or arccos(a/c) = θ, with θ = πσ/(2S). Since c = a/cos θ,

L = a(1/cos θ − 1)

For small θ, 1/cos θ = 1 + θ²/2 + 5θ⁴/24 + …, so

L = (aθ²/2)(1 + 5θ²/12 + …)

With K = σ√(πa), the leading factor is aθ²/2 = π²σ²a/(8S²) = (π/8)(K/S)². The small-scale law is thus the low-stress limit. As σ approaches S the strip length diverges: the whole section yields and K no longer describes the state.

A numerical solution that uses no intensity factor gives the same lengths. The crack line was divided into short elements of constant opening, and the strip was lengthened until the stress in the next element no longer exceeded S. Results with 500 and 1000 elements per crack half-length were extrapolated to zero element size.

- At σ/S = 0.2 the numerical L/a is 0.0515, the finite-crack law gives 0.0515 and the small-scale law 0.0493.
- At σ/S = 0.4 the first two give 0.236 and the small-scale law 0.197.

**(g) Size the strip at a tear in a polyimide carrier tape for a chip-on-film package.**

Take assumed values for a bare polyimide tape: thickness 25 µm, width 35 mm, E = 3 GPa and S = 100 MPa. The tape is held flat under σ = 20 MPa, with a central tear of half-length a = 2 mm across the pull. Then

K = 20 MPa × √(π × 0.002 m) = 1.585 MPa·m^½
(K/S)² = π × 2000 µm × (20/100)² = 251.3 µm
L = 0.3927 × 251.3 µm = 98.7 µm = 0.0987 mm

The opening at the physical tip is δ_t = K²/(ES) = 8.4 µm, and the energy release rate is Sδ_t ≈ 840 J/m². This G is set by the load; it is not the toughness of the film. The element calculation of part (f) gives an opening of 8.5 µm. The difference comes from the finite crack length, which the small-scale formula leaves out.

A strip 10 % too short would leave a net factor of +0.081 MPa·m^½, and one 10 % too long −0.077 MPa·m^½. At a distance 0.1L beyond the strip the stress is 81 MPa, where a bare K field centred on the same point would give 201 MPa. At 10L the values are 19.5 and 20.1 MPa. These stresses belong to the small-scale solution. In the real tape the stress far away tends to the applied 20 MPa, so the 10L values compare two near-tip fields and do not predict the tape stress.

**(h) Which neglected effects matter for this tape?**

Each change below is relative to L = 98.7 µm, with the other inputs held fixed.

*Geometry.* The finite-crack law gives 102.9 µm, an increase of 4.3 %. The finite width W can be estimated from a row of equal cracks with spacing W, for which

Z = σ sin(πz/W)/√[sin²(πz/W) − sin²(πa/W)]

Expanding at z = a + r gives K² = σ²W tan(πa/W), which raises L by 1.1 %. Only the size of this correction, one or two per cent, is meaningful, since the lines midway between such cracks carry a transverse stress that free tape edges do not.

*Hardening.* Suppose the traction rises linearly from S at the fictitious tip to (1 + h)S at the physical tip. The integral in part (c) becomes

S√(2/π) ∫₀ᴸ s^(−1/2)(1 + hs/L) ds = S√(8L/π)(1 + h/3)

so L is divided by (1 + h/3)². An assumed h = 0.3 shortens it by 17 %. This figure depends on the assumed profile: if the rise instead follows the opening found in part (e), which is small over much of the strip, the same h shortens L by only about 11 %. Some hardening is plausible: if the necked strip is about as tall as the tape is thick, its strain at the physical tip is roughly δ_t divided by the thickness, or 0.34 with the opening found without hardening.

*Transverse stress.* Beside the strip σxx = σyy − σ, because Re Z enters both stresses and the uniaxial load adds −σ to σxx. Suppose first that the strip has this same transverse stress. If S is the yield stress in simple tension, the von Mises condition for a traction p is

p² − p(p − σ) + (p − σ)² = p² − pσ + σ² = S²

Its positive root is p = 108.5 MPa, and L falls by 15 %. But σxx may jump across the edge of the strip. If the sheet prevents the strip from straining plastically along x, the flow rule gives σxx = p/2 inside it. Then 3p²/4 = S², so p = 115.5 MPa and L falls by 25 %. The sheet beside the strip would then also be above yield, so the two values only indicate the size of the effect.

*Warming by 60 K.* With an assumed yield-stress loss of 0.2 MPa/K, S drops to 88 MPa. At constant tension L grows by the factor (100/88)², or 29 %. Between fixed grips the tape also slackens. If it expands by 10 ppm/K more than the frame, the tension falls by 3 GPa × 10⁻⁵ K⁻¹ × 60 K = 1.8 MPa, to 18.2 MPa. With E unchanged, the two effects together leave an increase of 7 %. Even the sign of this small remainder is uncertain: if E also fell by 5 % on warming, the tension would be 17.3 MPa and L would decrease by 3.5 %. The extra compliance due to the tear is ignored here.

*Flatness.* On the open faces Z is imaginary, so σxx = −σ: the flanks are compressed by 20 MPa along the crack. Treating a flank as a pin-ended strip of length 2a and thickness h₀ gives the Euler stress

π²E h₀²/[12(2a)²] ≈ 0.1 MPa

This strut estimate is low, because it leaves out the support of the surrounding sheet and the stiffening by the tension σyy. Treating the sheet as a plate in the stress field of the crack (with ν = 0.34) puts the onset of buckling near σ = 0.7 MPa, still some thirty times below the applied 20 MPa. A free tape would buckle beside the tear, so the example requires guides that press it flat. The change in L without guides has not been calculated.

For a real carrier tape, then, a strip of about 0.1 mm is a first estimate if the tape is guided, the assumed properties apply and yielding stays in a narrow strip. The last condition is an assumption: in a film that hardens strongly, yielding can spread over a wider zone, which this model does not describe. The 2 mm half-length is a deliberately large tear, chosen so that L is about four times the thickness and the thin-sheet picture is plausible. At the same tension L is proportional to a, so a half-length near 0.5 mm would bring L down to the tape thickness, and the plane-stress assumption would become doubtful. The yield traction deserves the most care among the material inputs: at fixed K, a small fractional error in S produces twice that fractional error in L, with the opposite sign.
